\section*{Two-configuration MCHF for beryllium and its share of the correlation energy}

\section{Problem}

A beryllium atom has nuclear charge $Z=4$ and a ground state of symmetry $^1S$. Treat it without relativity, with a point nucleus of infinite mass, and approximate the state by
\begin{equation}
\Psi=c_1\,|1s^2\,2s^2\rangle+c_2\,|1s^2\,2p^2\rangle,\qquad c_1^2+c_2^2=1 ,
\label{eq:trial}
\end{equation}
where both configurations are coupled to $^1S$. The coefficients are real, the orbitals are real and orthonormal, and the radial functions $P_1$, $P_2$, $P_3$ of $1s$, $2s$, $2p$ are free. Here $P(r)$ is $r$ times the radial part of the orbital, so that $\int_0^\infty P^2\,dr=1$. Hartree atomic units are used.

(a) Find the lowest energy this function can give, and decide whether the proposed value $-14.61686$ hartree is right in all its digits.

(b) The exact energy of this model atom is given as $E_{\rm ex}=-14.66736$ hartree. With the correlation energy defined as $E_{\rm ex}-E_{\rm HF}$, where $E_{\rm HF}$ is the Hartree--Fock energy of $1s^22s^2$, find the share that $\Psi$ recovers.

\section{First estimate by scaling}

\subsection{The valence pair}

Let $\mathbf n$ and $\mathbf n'$ be the directions of the two valence electrons and $x=\mathbf n\cdot\mathbf n'=\cos\gamma$. The angular part of $2s^2$ is $1/4\pi$. The rotationally invariant combination of $2p$ orbitals is the sum over the three Cartesian components, divided by $\sqrt3$ for normalization. Each component has the angular part $\sqrt{3/4\pi}\,n_i$, so
\begin{equation}
\frac1{\sqrt3}\sum_i\frac{3}{4\pi}n_in_i'=\frac{\sqrt3\,x}{4\pi}.
\label{eq:pair}
\end{equation}
Both functions are symmetric under exchange of the electrons and belong to the spin singlet.

The repulsion is expanded as $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(x)$, with Legendre polynomials $P_k(x)$. For two radial densities define
\begin{equation}
R^k[f,g]=\int_0^\infty\!\!\int_0^\infty f(r)\frac{r_<^k}{r_>^{k+1}}g(r')\,dr\,dr',
\end{equation}
and the Slater integrals $F^k(a,b)=R^k[P_a^2,P_b^2]$ and $G^k(a,b)=R^k[P_aP_b,P_aP_b]$. Integration over both directions of a function of $x$ gives $(4\pi)^2\,\tfrac12\int_{-1}^1dx$. The angular factor of $F^k(2p,2p)$ in $2p^2$ is therefore $\tfrac12\int 3x^2P_k\,dx$. Since $x^2=\tfrac13P_0+\tfrac23P_2$, only $k=0$ and $k=2$ survive:
\begin{equation}
\frac12\int_{-1}^{1}3x^2dx=1,\qquad
\frac12\int_{-1}^{1}3x^2\,\frac{3x^2-1}{2}\,dx=\frac34\left(\frac65-\frac23\right)=\frac25 .
\end{equation}
Between $2s^2$ and $2p^2$ the factor is $\tfrac12\int\sqrt3\,x\,P_k\,dx$, which is $1/\sqrt3$ for $k=1$ and zero otherwise. The coupling is thus
\begin{equation}
H_{12}=\frac{G^1(2s,2p)}{\sqrt3}>0 .
\label{eq:h12}
\end{equation}
It is positive because $G^1$ is proportional to the electrostatic self-energy of a dipolar charge distribution.

\subsection{Size, gap and energy gain}

For the estimate, give both valence orbitals the same radial function $P\propto r^2e^{-\zeta r}$. With $y=2\zeta r$ the normalized density is $y^4e^{-y}/24$. The regions $r'<r$ and $r'>r$ contribute equally, so
\begin{equation}
F^k=2\zeta\,\frac{2}{24^2}\int_0^\infty y^{3-k}e^{-y}\left[\int_0^y t^{4+k}e^{-t}dt\right]dy .
\end{equation}
The inner integral is $(4+k)!\,[1-e^{-y}\sum_{j=0}^{4+k}y^j/j!]$. Integrating term by term gives
\begin{equation}
F^k=2\zeta\,\frac{(4+k)!}{288}S_k,\qquad
S_k=(3-k)!-\sum_{j=0}^{4+k}\frac{(j+3-k)!}{j!\,2^{\,j+4-k}} ,
\end{equation}
and the sums are
\begin{align}
S_0&=6-\left(\tfrac{6}{16}+\tfrac{24}{32}+\tfrac{60}{64}+\tfrac{120}{128}+\tfrac{210}{256}\right)=\tfrac{279}{128},\\
S_1&=2-\left(\tfrac28+\tfrac6{16}+\tfrac{12}{32}+\tfrac{20}{64}+\tfrac{30}{128}+\tfrac{42}{256}\right)=\tfrac{37}{128},\\
S_2&=1-\left(\tfrac14+\tfrac28+\tfrac3{16}+\tfrac4{32}+\tfrac5{64}+\tfrac6{128}+\tfrac7{256}\right)=\tfrac{9}{256}.
\end{align}
Hence $F^0=\tfrac{93}{256}\zeta$, $F^1=\tfrac{185}{768}\zeta$ and $F^2=\tfrac{45}{256}\zeta$. With equal radial functions $G^1=F^1$, and $H_{12}=185\,\zeta/(768\sqrt3)=0.139\,\zeta$.

The size follows from a $2p$ pair outside a point core of charge $Z-2=2$. The function $r^2e^{-\zeta r}$ is the hydrogenic $2p$ function for charge $2\zeta$. Its kinetic energy is $(2\zeta)^2/8=\zeta^2/2$, and $\langle1/r\rangle=2\zeta/4=\zeta/2$. The pair energy is
\begin{equation}
W(\zeta)=2\left(\frac{\zeta^2}{2}-2\,\frac{\zeta}{2}\right)+F^0+\frac25F^2
=\zeta^2-2\zeta+\frac{111}{256}\zeta ,
\end{equation}
with its minimum at $\zeta=1-111/512=0.78$. This gives $H_{12}\approx0.109$ hartree.

A point core would leave $2s$ and $2p$ degenerate for one electron. Penetration of the real core lowers $2s$. As input for this effect take the measured $2s\to2p$ excitation energy of Be$^+$, roughly $0.15$ hartree. Promoting two electrons costs twice this, and the repulsion rises by $\tfrac25F^2=\tfrac{9}{128}\zeta\approx0.055$. The gap is then about $0.355$ hartree and its half is $\delta\approx0.178$. Two levels separated by $2\delta$ and coupled by $H_{12}$ repel, and the lower one sinks by
\begin{equation}
\sqrt{\delta^2+H_{12}^2}-\delta\approx\sqrt{0.0317+0.0119}-0.178\approx0.03\ \text{hartree}.
\label{eq:estimate}
\end{equation}
For $H_{12}\ll\delta$ this expression becomes the perturbative $H_{12}^2/2\delta$; for $\delta\to0$ it becomes $H_{12}$. Beryllium lies between these limits.

The same reasoning gives the trend for four-electron ions of large $Z$. With lengths measured in units of $1/Z$, the Hamiltonian is $Z^2$ times a hydrogenic part plus $Z$ times the repulsion. The two configurations are degenerate in the first part, so to leading order both $\delta$ and $H_{12}$ grow as $Z$. The mixing then tends to a constant, and the energy gain grows linearly with $Z$.

\section{Exact solution of the two-configuration model}

\subsection{Energy functional}

The one-electron integrals are
\begin{equation}
I(a)=\int_0^\infty P_a\,h_lP_a\,dr,\qquad
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr .
\end{equation}
The $1s^2$ core contributes $E_c=2I(1s)+F^0(1s,1s)$. Being closed and spherical, it acts on each valence electron as a one-body operator that does not depend on the direction of the $p$ orbital. Each valence electron has a Coulomb interaction with both core electrons and an exchange interaction with the one of parallel spin. For $2s$ the exchange integral is $G^0(1s,2s)$. For $2p$ its angular part is $3\,n_zn_z'P_k(x)$, averaged over both directions. Averaging first over common rotations replaces $3n_zn_z'$ by $x$, and $\tfrac12\int xP_k\,dx=\tfrac13$ for $k=1$ and zero otherwise. The exchange integral is $G^1(1s,2p)/3$. For two valence electrons,
\begin{align}
H_{11}&=E_c+2I(2s)+F^0(2s,2s)+4F^0(1s,2s)-2G^0(1s,2s),\label{eq:h11}\\
H_{22}&=E_c+2I(2p)+F^0(2p,2p)+\tfrac25F^2(2p,2p)\nonumber\\
&\quad+4F^0(1s,2p)-\tfrac23G^1(1s,2p).\label{eq:h22}
\end{align}
The configurations differ in two spin orbitals, so one-electron operators do not connect them and their coupling is (\ref{eq:h12}). The energy is
\begin{equation}
E=c_1^2H_{11}+c_2^2H_{22}+2c_1c_2H_{12}.
\label{eq:energy}
\end{equation}

\subsection{Coefficients}

For fixed orbitals, stationarity under normalization gives $(H_{11}-E)c_1+H_{12}c_2=0$ and $H_{12}c_1+(H_{22}-E)c_2=0$. A nonzero solution requires $(H_{11}-E)(H_{22}-E)=H_{12}^2$. With $M=(H_{11}+H_{22})/2$ and $\delta=(H_{22}-H_{11})/2$ this is $(M-E)^2-\delta^2=H_{12}^2$, whose lower root is
\begin{equation}
E=M-\sqrt{\delta^2+H_{12}^2},\qquad \frac{c_2}{c_1}=\frac{E-H_{11}}{H_{12}}<0 .
\label{eq:root}
\end{equation}

\subsection{Radial equations}

Define the potential $U^k[f](r)=\int_0^\infty (r_<^k/r_>^{k+1})f(r')\,dr'$. The symmetry of the kernel gives $\delta R^k[f,f]=2\int U^k[f]\,\delta f\,dr$. Orthonormality is enforced by making stationary
\begin{equation}
E-2\epsilon_{11}\langle P_1|P_1\rangle-2c_1^2\epsilon_{22}\langle P_2|P_2\rangle
-2c_2^2\epsilon_{33}\langle P_3|P_3\rangle-4\epsilon_{12}\langle P_1|P_2\rangle .
\label{eq:lagrange}
\end{equation}
The $2p$ orbital needs no multiplier with the others, since its angular part is already orthogonal to theirs.

Vary $P_1$. The terms of (\ref{eq:energy}) that contain it contribute as follows:
\begin{align}
2I(1s)&\to4h_0P_1, & F^0(1s,1s)&\to4U^0[P_1^2]P_1,\nonumber\\
4c_1^2F^0(1s,2s)&\to8c_1^2U^0[P_2^2]P_1, & -2c_1^2G^0(1s,2s)&\to-4c_1^2U^0[P_1P_2]P_2,\nonumber\\
4c_2^2F^0(1s,2p)&\to8c_2^2U^0[P_3^2]P_1, & -\tfrac23c_2^2G^1(1s,2p)&\to-\tfrac43c_2^2U^1[P_1P_3]P_3.\nonumber
\end{align}
Division by 4 gives
\begin{align}
&\left(h_0+U^0[P_1^2]+2c_1^2U^0[P_2^2]+2c_2^2U^0[P_3^2]\right)P_1\nonumber\\
&\quad-c_1^2U^0[P_1P_2]P_2-\tfrac13c_2^2U^1[P_1P_3]P_3=\epsilon_{11}P_1+\epsilon_{12}P_2 .
\label{eq:r1}
\end{align}
For $P_2$ and $P_3$ the same rules apply. The coupling term $2c_1c_2G^1(2s,2p)/\sqrt3$ varies to $4c_1c_2U^1[P_2P_3]P_3/\sqrt3$ and $4c_1c_2U^1[P_2P_3]P_2/\sqrt3$ respectively. Division by $4c_1^2$ and by $4c_2^2$ gives
\begin{align}
&\left(h_0+U^0[P_2^2]+2U^0[P_1^2]\right)P_2-U^0[P_1P_2]P_1\nonumber\\
&\quad+\frac{c_2}{c_1\sqrt3}U^1[P_2P_3]P_3=\epsilon_{22}P_2+\epsilon_{21}P_1,
\label{eq:r2}\\
&\left(h_1+U^0[P_3^2]+\tfrac25U^2[P_3^2]+2U^0[P_1^2]\right)P_3-\tfrac13U^1[P_1P_3]P_1\nonumber\\
&\quad+\frac{c_1}{c_2\sqrt3}U^1[P_2P_3]P_2=\epsilon_{33}P_3 .
\label{eq:r3}
\end{align}
The last constraint in (\ref{eq:lagrange}) is shared by $P_1$ and $P_2$, hence $\epsilon_{21}=\epsilon_{12}/c_1^2$. In the Hartree--Fock limit $c_1=1$ a rotation between $1s$ and $2s$ leaves the closed-shell determinant unchanged, and the off-diagonal multiplier can be rotated away. For $c_1^2<1$ the two orbitals have different occupations. Such a rotation changes the energy, and $\epsilon_{12}$ must be kept.

\subsection{Solution}

The equations are nonlinear, because the potentials and coefficients depend on the orbitals. They were solved with the radial functions expanded in piecewise polynomials. The Hartree--Fock orbitals come first; then $2p$ and the coefficients are optimized with $1s$ and $2s$ frozen; then all unknowns are improved together by Newton's method. The resulting integrals, in hartree, are
\begin{center}
\begin{tabular}{lr@{\qquad}lr}
$I(1s)$ & $-7.945860$ & $F^0(2s,2s)$ & $0.351622$\\
$I(2s)$ & $-1.607195$ & $F^0(1s,2p)$ & $0.491891$\\
$I(2p)$ & $-1.488551$ & $G^1(1s,2p)$ & $0.028056$\\
$F^0(1s,1s)$ & $2.281574$ & $F^0(2p,2p)$ & $0.362601$\\
$F^0(1s,2s)$ & $0.486158$ & $F^2(2p,2p)$ & $0.178140$\\
$G^0(1s,2s)$ & $0.022027$ & $G^1(2s,2p)$ & $0.234642$
\end{tabular}
\end{center}
The core energy is $E_c=2(-7.945860)+2.281574=-13.61015$. Equations (\ref{eq:h11}), (\ref{eq:h22}) and (\ref{eq:h12}) then give, up to rounding in the last digit,
\begin{align}
H_{11}&=-13.61015-3.21439+0.35162+1.94463-0.04405=-14.57234,\nonumber\\
H_{22}&=-13.61015-2.97710+0.36260+0.07126+1.96756-0.01870=-14.20453,\nonumber\\
H_{12}&=0.234642/\sqrt3=0.13547.\nonumber
\end{align}
With the unrounded elements, $M=-14.388434$ and $\delta=0.183902$, so that, again up to rounding in the last digit,
\begin{equation}
E=-14.388434-\sqrt{0.033820+0.018352}=-14.616845\ \text{hartree}.
\end{equation}
From (\ref{eq:root}), $c_2/c_1=-0.04451/0.13547=-0.3286$. Normalization gives $c_1=0.9500$ and $c_2=-0.3121$; the configuration $2p^2$ has a weight of $9.7\%$.

This answers (a). The proposed value lies $1.5\times10^{-5}$ hartree below the computed minimum. A change of radial grid moves the computed energy by less than $10^{-11}$ hartree, and a separate calculation with Gaussian orbitals gives $-14.6168452$ hartree. The positive curvature of the energy shows that this point is a local minimum; that it is also the lowest one is not proved here, but both optimizations, started from a $2p$ orbital of valence size, arrive at it. A second solution, in which a compact $p$ orbital correlates the inner pair instead, lies higher, near $-14.596$ hartree. On this basis the last digit of the proposal is wrong for the function (\ref{eq:trial}); to five decimals the energy is $-14.61685$ hartree. A slightly larger space does give the proposed figure: allowing all configurations of four electrons in $1s$, $2s$ and $2p$ lowers the energy by $1.0\times10^{-5}$ to about $-14.616856$ hartree, which rounds to $-14.61686$.

For (b), the Hartree--Fock energy is $-14.573023$ hartree, and
\begin{equation}
\frac{E-E_{\rm HF}}{E_{\rm ex}-E_{\rm HF}}=\frac{-0.04382}{-0.09434}=0.4645 .
\end{equation}
The two configurations recover $46.5\%$ of the correlation energy, that is $0.04382$ hartree or $1.19$ eV. The proposed energy would give $0.4647$, which also rounds to $46.5\%$.

The numerical check also verifies the angular factors, the radial equations, the relation between the multipliers and the positive curvature of the energy at the solution.

\section{Comparison}

The estimate (\ref{eq:estimate}) gave a gain of about $0.03$ hartree relative to $H_{11}$; the solution gives $0.0445$. The gain relative to Hartree--Fock is slightly smaller, $0.0438$, because the optimized $1s$ and $2s$ orbitals are no longer the best ones for $1s^22s^2$ alone, and $H_{11}$ lies $0.0007$ hartree above $E_{\rm HF}$.

The estimated gap of $0.355$ hartree is close to the computed $0.368$, but it rests on a measured input that was rounded upward; with $0.1455$ hartree in place of $0.15$ the estimated gap is $0.346$. The coupling was too small, $0.109$ instead of $0.135$, mainly because the radial function shared by $2s$ and $2p$ in the estimate was too large for both orbitals. The function $r^2e^{-\zeta r}$ has the mean radius $5/(2\zeta)$, which is $3.2$ bohr for $\zeta=0.78$. The solution has $2.58$ bohr for $2s$ and $2.50$ bohr for $2p$; the latter corresponds to $\zeta=1.00$. Repeating the estimate with this size gives $H_{12}=0.139$, $\delta=(0.30+0.07)/2=0.185$ and a gain of $0.046$ hartree. Within the scaling model, the size thus accounts for most of the discrepancy.

The estimate sized the $2p$ pair as if it stood alone. In the solution it is held by its coupling to $2s^2$. Projecting (\ref{eq:r3}) on $P_3$ shows this:
\begin{align}
\epsilon_{33}&=I(2p)+F^0(2p,2p)+\tfrac25F^2(2p,2p)+2F^0(1s,2p)-\tfrac13G^1(1s,2p)\nonumber\\
&\quad+\frac{c_1}{c_2\sqrt3}G^1(2s,2p)=-0.080-0.412=-0.493\ \text{hartree},
\end{align}
where the first number collects all terms without coupling and the sum is rounded after addition. The factor $c_1/c_2=-3.04$ makes the coupling term strongly attractive, and it acts where $P_2$ is large. The mean radii of $2s$ and $2p$ are accordingly similar, $2.58$ and $2.50$ bohr. This $2p$ orbital describes correlation in the ground state and should not be read as the orbital of an excited electron.

The sign of $c_2$ shows what kind of correlation is described. By (\ref{eq:pair}) the valence pair has the amplitude
\begin{equation}
\frac1{4\pi}\left[c_1P_2(r)P_2(r')+\sqrt3\,c_2\,x\,P_3(r)P_3(r')\right].
\end{equation}
When both electrons are outside the node of $2s$, the products of radial functions are positive, and $c_2<0$ favours opposite sides of the nucleus. At radii where $P_2=P_3$ for both electrons, the probability density at $x=-1$ exceeds that at $x=1$ by the factor $[(0.950+0.541)/(0.950-0.541)]^2\approx13$.

Most of the gain needs no change in the Hartree--Fock orbitals: with $1s$ and $2s$ frozen, mixing in an optimized $2p^2$ already yields $0.04304$ hartree. Relaxing all orbitals adds $0.0008$. A calculation that correlates the valence pair fully over a frozen core, in a finite basis of $s$, $p$ and $d$ functions, yields $0.04592$ hartree. The frozen two-configuration function therefore captures about $94\%$ of the valence-pair correlation available in that basis. This value is not converged in angular momentum: adding $f$, $g$ and $h$ functions raises it by $2\times10^{-4}$ to $0.0461$ hartree and lowers the share to about $93\%$.

The missing $0.0505$ hartree thus lies mainly elsewhere. In both terms of (\ref{eq:trial}) the $1s$ orbital is doubly occupied, so the function cannot describe how the core electrons avoid each other, nor how a core and a valence electron do so beyond the mean field and exchange. It is suited to the near-degeneracy of $2s^2$ and $2p^2$; for the total energy, configurations that excite the core are needed as well.

\section*{Computed values}
\begin{verbatim}
Given exact energy: -14.66736 hartree
Hartree-Fock energy: -14.5730232 hartree
Energy, 1s and 2s frozen at HF, 2p optimized: -14.6160627 hartree
MCHF energy: -14.6168453 hartree
Posed MCHF energy: -14.61686 hartree
Computed minus posed: 0.0000147 hartree
Change of MCHF energy with grid: 6.1e-13 hartree
Gaussian Hartree-Fock energy: -14.5730231 hartree
Gaussian CASSCF energy: -14.6168452 hartree
I(1s): -7.945860 hartree
I(2s): -1.607195 hartree
I(2p): -1.488551 hartree
F0(1s,1s): 2.281574 hartree
F0(1s,2s): 0.486158 hartree
G0(1s,2s): 0.022027 hartree
F0(2s,2s): 0.351622 hartree
F0(1s,2p): 0.491891 hartree
G1(1s,2p): 0.028056 hartree
F0(2p,2p): 0.362601 hartree
F2(2p,2p): 0.178140 hartree
G1(2s,2p): 0.234642 hartree
E_core: -13.610147 hartree
H11: -14.572335 hartree
H22: -14.204532 hartree
H12: 0.135470 hartree
H11 minus Hartree-Fock energy: 0.000688 hartree
MCHF energy minus H11: -0.044510 hartree
c1: 0.95003
c2: -0.31215
Weight of 2s2, c1^2: 0.90257
Weight of 2p2, c2^2: 0.09743
Multiplier eps(1s,1s): -4.71164 hartree
Multiplier eps(2s,2s): -0.34979 hartree
Multiplier eps(2p,2p): -0.49258 hartree
Multiplier eps(1s,2s): 0.05559 hartree
Multiplier eps(2s,1s): 0.06159 hartree
Mean radius 2s, Hartree-Fock: 2.6494 bohr
Mean radius 1s, MCHF: 0.4129 bohr
Mean radius 2s, MCHF: 2.5821 bohr
Mean radius 2p, MCHF: 2.4984 bohr
Virial ratio -V/T: 2.0000000
Largest radial-equation residual: 4.5e-13 hartree
Correlation energy: -0.09434 hartree
Recovered by MCHF: -0.04382 hartree
Recovered by MCHF, converted: -1.192 eV
Recovered with 1s and 2s frozen: -0.04304 hartree
Share recovered: 46.45 percent
Share from posed energy: 46.47 percent
Missing after MCHF: -0.05051 hartree
Valence-pair correlation, frozen core, spd basis: -0.04592 hartree
Correlation outside that valence pair: -0.04842 hartree
\end{verbatim}
